# Frequency of a Five-Stage Oxide Ring Oscillator with Unequal Delays

## The problem

Five identical inverters are connected in a ring, the output of each driving the input of the next. Each has a weak p-channel oxide transistor that pulls its output up and a stronger n-channel oxide transistor that pulls it down. In the running ring, an output rises $t_r=9\ \mu\text{s}$ after its input has fallen, and falls $t_f=1\ \mu\text{s}$ after its input has risen. "Rises" and "falls" mean crossings of one voltage level, the same for inputs and outputs. One switching edge travels round the ring.

(a) At what frequency does the ring oscillate?

(b) What would the frequency be if the falling delay were eliminated and the rising delay stayed at $9\ \mu\text{s}$?

(c) Suppose that the two delays had instead been found on a single stage driven by an ideal voltage step. Would the answers still hold, and would a much stronger n-channel transistor bring about the change in (b)?

## A tempting solution

Let the output of stage 5 fall at time zero. It is the input of stage 1, so output 1 rises, output 2 falls, output 3 rises, output 4 falls and output 5 rises. The edge has passed every stage once and is back where it started. The time taken is

$$3t_r+2t_f=27+2=29\ \mu\text{s}.$$

If this is the period, the frequency is $1/(29\ \mu\text{s})=34.5$ kHz. Without the falling delay the lap takes $27\ \mu\text{s}$, which gives 37.0 kHz.

## Where it fails

The delays are added correctly, but the lap is not a period. Output 5 fell at the start and rose at the end. A period ends when the circuit returns to the same state, and here node 5 has reached the opposite one.

The same argument started from a rise of output 5 exposes the fault. The events are then fall, rise, fall, rise, fall, and the lap takes

$$2t_r+3t_f=18+3=21\ \mu\text{s},$$

or 47.6 kHz. One ring cannot have both frequencies. The two times are the two parts of one cycle: a node stays low for $29\ \mu\text{s}$ and high for $21\ \mu\text{s}$.

## Solution of (a)

Let output 1 rise at time zero. Every later event follows from the inversion rule and the two delays:

- output 2 falls at 1 µs, and output 3 rises at 10 µs;
- output 4 falls at 11 µs, and output 5 rises at 20 µs;
- output 1 falls at 21 µs, and output 2 rises at 30 µs;
- output 3 falls at 31 µs, and output 4 rises at 40 µs;
- output 5 falls at 41 µs, and output 1 rises at 50 µs.

The last event repeats the first, so the period is $50\ \mu\text{s}$. In these ten events each output has risen once and fallen once.

The same count works for any odd number $N$ of stages, provided that the ring oscillates with a single edge. One lap contains an odd number of inversions, so the edge returns to a node with its direction reversed. A second lap reverses it again. Each stage therefore contributes one delay of each kind to the period:

$$T=N(t_r+t_f).$$

If the stages differ, each contributes its own two delays, and $T=\sum_i(t_{r,i}+t_{f,i})$. For the given ring,

$$T=5(9+1)=50\ \mu\text{s},\qquad f=\frac1T=20\ \text{kHz}.$$

The output is high for $21/50=42\,\%$ of the period. The waveform is thus not far from symmetric although the delays differ by a factor of nine, because both the high and the low interval contain slow and fast events.

## Solution of (b)

With $t_f=0$ and $t_r$ held fixed,

$$T'=5\times9=45\ \mu\text{s},\qquad f'=22.2\ \text{kHz}.$$

The ratio of the frequencies is

$$\frac{f'}{f}=\frac{N(t_r+t_f)}{Nt_r}=1+\frac{t_f}{t_r}=1+\frac19,$$

a gain of 11.1 %. The number of stages cancels. The gain is small because the rising delays fill $45/50=90\,\%$ of the period, and removing the falling delays leaves that part untouched.

Two comparisons show where the time goes. If the rising delay is halved and the falling delay kept, then

$$T=5(4.5+1)=27.5\ \mu\text{s},\qquad f=36.4\ \text{kHz}.$$

Halving the slow delay therefore gains much more than removing the fast one. If the two delays had been equal, removing either would have doubled the frequency. The weakness of the remedy in (b) comes from the inequality of the delays.

## Solution of (c): what the delays refer to

The period formula needs delays measured in the ring. Their separate values depend on the voltage level chosen for the timing, but their sum does not. Suppose that a new level moves every rising crossing later by $\delta_r$ and every falling crossing later by $\delta_f$. A rising delay runs from a falling input to a rising output, and a falling delay the other way round. Hence

$$t_r\to t_r+\delta_r-\delta_f,\qquad t_f\to t_f+\delta_f-\delta_r,$$

and the shifts cancel in $t_r+t_f$.

A step test is a different matter, because it changes the input waveform itself. A transistor model shows by how much.

### A stage driven by a step

Take a supply $V_{DD}=10$ V and a p-channel threshold of magnitude $V_{Tp}=2$ V. The p-channel is 100 µm wide and 20 µm long, with a mobility of 1 cm²/Vs. Its gate insulator is 100 nm of silicon dioxide (relative permittivity 3.9), which has a capacitance of 34.53 nF/cm². The transistor strength is mobility times capacitance per area times width over length:

$$k=1\times34.53\times\frac{100}{20}\ \text{nA/V}^2=0.1727\ \mu\text{A/V}^2.$$

Let the input drop at once to zero while the output is at zero. The gate overdrive is $u=V_{DD}-V_{Tp}=8$ V. Let $v$ be the voltage across the p-channel. In the square-law model the current is $\tfrac12ku^2$ for $v>u$ (saturation) and $k(uv-\tfrac12v^2)$ for $v<u$. While the output rises to half the supply, $v$ falls from $V_{DD}$ to $h=V_{DD}/2=5$ V. With a constant load capacitance $C$, the time is $C$ times the integral of $dv$ over the current:

$$t=\frac Ck\left[\int_u^{V_{DD}}\frac{2\,dv}{u^2}+\int_h^u\frac{dv}{v(u-v/2)}\right].$$

The first interval has length $V_{DD}-u=V_{Tp}$ and contributes $2V_{Tp}/u^2$. For the second, partial fractions give

$$\frac1{v(u-v/2)}=\frac1u\left[\frac1v+\frac{1/2}{u-v/2}\right],$$

whose antiderivative is $\frac1u\ln\frac{v}{u-v/2}$. At $v=u$ the argument of the logarithm is 2; at $v=h$ it is $2h/(2u-h)$. Subtracting the lower limit from the upper one gives

$$t=\frac Ck\left[\frac{2V_{Tp}}{u^2}+\frac1u\ln\frac{2u-h}{h}\right].$$

This holds for $u>h$, that is, for a threshold below half the supply. The bracket is $4/64+\tfrac18\ln(11/5)=0.1611\ \text{V}^{-1}$. A step-driven rise of $9\ \mu\text{s}$ therefore requires

$$\frac Ck=\frac{9}{0.1611}=55.9\ \mu\text{s V},\qquad C=9.65\ \text{pF}.$$

The n-channel follows from two conditions. Its step-driven falling delay is to be $1\ \mu\text{s}$, and the inverter is to switch at half the supply. The switching level $V_M$ is the input voltage at which the two saturation currents are equal. With $r$ the ratio of n-channel to p-channel strength and $V_{Tn}$ the n-channel threshold,

$$\sqrt r\,(V_M-V_{Tn})=V_{DD}-V_{Tp}-V_M.$$

Solving both conditions numerically gives $r=17.05$ and $V_{Tn}=4.27$ V.

### The same stages in a ring

In the ring, each node voltage changes at the rate (p-channel current minus n-channel current)$/C$, and both currents depend on the voltage of the preceding node. Numerical integration of the five coupled equations, continued until the oscillation is steady, gives in-ring delays, timed at 5 V, of

$$t_r=10.49\ \mu\text{s},\qquad t_f=6.47\ \mu\text{s}.$$

The period is 84.8 µs and the frequency 11.8 kHz. The formula still holds, since $5(10.49+6.47)=84.8\ \mu\text{s}$. The step-test delays of 9 and 1 µs, put into the same formula, would predict 20 kHz.

The long falling delay can be estimated by hand. Its input is the slowly rising output of the preceding stage. At 5 V, a fully driven p-channel supplies $k(8\times5-\tfrac12\times5^2)=27.5k$ (voltages in volts), so the input rises at

$$s=\frac{27.5}{55.9}=0.49\ \text{V}/\mu\text{s}.$$

When the input is at 5 V, the two saturation currents of the driven stage balance. Let the input be higher by $x$, and let $a=V_{DD}/2-V_{Tp}=3$ V. The p-channel overdrive is then $a-x$. The balance condition makes the n-channel overdrive $a/\sqrt r+x$. If both transistors are saturated, the net discharging current divided by $k$ is

$$\tfrac12\left[r\left(\tfrac a{\sqrt r}+x\right)^2-(a-x)^2\right]=a(\sqrt r+1)x+\tfrac12(r-1)x^2,$$

because the terms in $a^2$ cancel. Put $x=st$ and integrate from the crossing. If the output starts at $V_{DD}$, it has fallen to half the supply when

$$\tfrac12a(\sqrt r+1)st^2+\tfrac16(r-1)s^2t^3=\frac Ck\,\frac{V_{DD}}2.$$

With time in microseconds this is $3.8t^2+0.65t^3=279$, which gives $t\approx6.0\ \mu\text{s}$. The constant ramp, the saturated transistors and the full starting voltage are approximations, yet the estimate accounts for most of the 6.47 µs. The stage waits for its input to move far enough past the balance point.

### A very strong n-channel

Now strengthen the n-channel until its step-driven delay is only 0.0001 µs. Keep the p-channel and the load fixed, and readjust $V_{Tn}$ so that the switching level stays at 5 V. This is a limiting case and not a practical design: with the mobilities given at the end and equal channel lengths, the n-channel would have to be about 2 m wide, and its gate capacitance would then far exceed the assumed load. The ring then has $t_r=9.05\ \mu\text{s}$ and $t_f=0.29\ \mu\text{s}$, a period of 46.7 µs and a frequency of 21.4 kHz. This is close to the limit found in (b). The remaining delay shrinks slowly: for large $r$ the cubic term above dominates, and $t_f$ falls as $r^{-1/3}$, whereas the step-driven delay falls nearly as $1/r$.

The gain, however, is not 11 %. The frequency has risen from 11.8 to 21.4 kHz, a factor of 1.8. The falling delay in the original ring was 6.47 µs, so there was much more to remove than the step test suggested, and the rising delay became shorter as well.

A different result appears if the n-channel threshold is held at 2 V instead. With equal thresholds, step-driven delays of 9 and 1 µs require $r=9$. The balance condition gives $3(V_M-2)=8-V_M$, so $V_M=3.50$ V. Integration of this ring gives 14.2 kHz. When the n-channel is strengthened to a step-driven delay of 0.0001 µs, the switching level drops to 2.02 V and the frequency rises to 51.9 kHz, far above 22.2 kHz.

The formula has not failed. Timed at 2.02 V, the in-ring delays are 3.54 and 0.32 µs, and five times their sum is 19.3 µs, the integrated period. At this timing level the rising delay is no longer the 9 µs assumed in (b), because a node has to climb only to about 2 V before the next stage responds. At the saturation current $\tfrac12ku^2=32k$ this takes

$$55.9\times\frac{2.02}{32}=3.5\ \mu\text{s}.$$

Timed at 5 V instead, the rising delay would stay near 9 µs, but the falling delay would be negative, since the next output falls before its input has reached 5 V. The sum is the same, and at neither level are both conditions of (b) met.

The answer to (c) is therefore no on both counts. Step-test delays may not be inserted in the period formula unless the ring reproduces them. With the load fixed, a stronger n-channel approaches the limit in (b) if the switching level is held at half the supply; in the example with a fixed 2 V threshold it goes well beyond that limit. A real transistor made stronger by widening also adds gate capacitance to the load, which slows the rising edge and can cancel the gain or even turn it into a loss.

## The numbers beside real devices

The mobilities are rough values for tin monoxide (p-channel, about 1 cm²/Vs) and indium gallium zinc oxide (n-channel, about 10 cm²/Vs). With these, $r=17.05$ needs an n-channel width of 171 µm at equal length. The 4.27 V threshold is high for such an n-channel device and was chosen to centre the switching level. The normally-off p-channel with a 2 V threshold is likewise an assumption, since tin monoxide transistors are often normally on. Real oxide transistors also depart from the square law, on which the in-ring numbers and the $r^{-1/3}$ scaling rest. The two gates account for 1.87 pF of the load; the rest stands for electrode overlap, wiring and a probe. The whole load is treated as a constant capacitance to a fixed voltage. Of the effects sized here, the departure from step-driven delays is the largest for the centred circuit: it moves the frequency from 20 to 11.8 kHz.

The size of other effects can be estimated with the fixed-delay formula. Start from the delays in (a), hold $t_f$ at 1 µs and let $t_r$ change in proportion to the step-driven rise. The resulting frequencies are rough guides and do not describe the transistor ring integrated above:

- A p-channel threshold larger by 0.5 V lengthens the step-driven rise from 9 to 10.13 µs and lowers 20 kHz to 18.0 kHz.
- If the hole mobility is thermally activated with a rough energy of 0.05 eV, warming from 300 to 330 K multiplies it by 1.19. With the rising delay shortened in proportion, the frequency becomes 23.4 kHz. This shift is larger than the gain in (b).

The carrier transit time of the p-channel is of the order of length squared over mobility times overdrive, which is 0.50 µs. In the square-law model, channel charge divided by current gives 4/3 of this in saturation, or 0.67 µs, and it grows below saturation, to 0.86 µs when the output has risen to 5 V. The saturation value is about 7 % of the 9 µs rising delay, so treating the channel current as instantaneous is a fair but not a fine approximation. The insulator field is 1.0 MV/cm, well below the roughly 10 MV/cm at which good silicon dioxide breaks down; films deposited at low temperature can be weaker. The p-channel transistor may also switch off poorly. At an assumed on/off ratio of 1000 the leakage is 5.5 nA, about $10^{-4}$ of the n-channel on-current, which hardly affects the falling delay but does draw standing power. Coupling between input and output through the gate-drain capacitance is left out and is not small: with 1 pF between input and output of each stage, and the total capacitance at each node kept at 9.65 pF, the centred ring slows from 11.8 to 10.3 kHz. Contact resistance, charge trapping and drift under bias are also left out, and they can change both delays.

Numerical values quoted here were computed with a short program.
